# Why the np1/2 nuclear-size shift exceeds that of np3/2: a numerical check

```python
"""Nuclear-size shifts of hydrogen-like Dirac levels.

Result under test, for small Z*alpha and nuclear radius << 1/c:
    shift(np1/2)/shift(ns) = (Z*alpha)^2 (n^2-1)/(4 n^2),
with the p1/2 shift due to the small component, and
    shift(np3/2)/shift(np1/2) = (2/15) c^2 <r^4>/<r^2>.
Atomic units: c = 1/alpha, energies exclude the rest energy.
G = r*g and F = r*f are the large and small radial functions.
kappa = -1, 1, -2 labels s1/2, p1/2, p3/2.
Shifts are found by matching exact interior and exterior solutions.
"""
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.special import erfc, roots_genlaguerre
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 60
ALPHA = constants.fine_structure
C = mp.mpf(1) / mp.mpf(ALPHA)
BOHR_FM = constants.physical_constants["Bohr radius"][0] * 1e15
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def tricomi(a, b, z):
    """Decaying confluent hypergeometric function, b not an integer."""
    first = mp.gamma(1 - b) * mp.rgamma(a - b + 1) * mp.hyp1f1(a, b, z)
    second = (mp.gamma(b - 1) * mp.rgamma(a) * z**(1 - b)
              * mp.hyp1f1(a - b + 1, 2 - b, z))
    return first + second


def point_energy(n, kappa, Z, c=C):
    a = Z / c
    gamma = mp.sqrt(kappa**2 - a**2)
    return c**2 * (1 / mp.sqrt(1 + (a / (n - abs(kappa) + gamma))**2) - 1)


def outer(kappa, energy, r, Z, c=C):
    """Decaying solution (G, F) in the potential -Z/r."""
    a = Z / c
    w = 1 + energy / c**2
    s, t = mp.sqrt(1 + w), mp.sqrt(-energy) / c
    gamma = mp.sqrt(kappa**2 - a**2)
    big_n = a / (s * t)
    nu = big_n * w
    rho = 2 * c * s * t * r
    front = rho**gamma * mp.exp(-rho / 2)
    v = front * tricomi(gamma - nu, 2 * gamma + 1, rho)
    u = (big_n + kappa) * front * tricomi(gamma - nu + 1, 2 * gamma + 1, rho)
    return s * (u + v), t * (u - v)


def inner(kappa, energy, R, Z, c=C, shell=False):
    """Coefficients of G and F in powers of x = r/R inside the nucleus."""
    v0 = Z / R if shell else 3 * Z / (2 * R)
    v2 = mp.mpf(0) if shell else Z / (2 * R)
    size = 46
    g, f = [mp.mpf(0)] * size, [mp.mpf(0)] * size
    start = abs(kappa)
    if kappa < 0:
        g[start] = mp.mpf(1)
    else:
        f[start] = mp.mpf(1)
    for m in range(start + 1, size):
        g3, f3 = (g[m - 3], f[m - 3]) if m >= 3 else (0, 0)
        g[m] = R / c * ((energy + 2 * c**2 + v0) * f[m - 1] - v2 * f3) / (m + kappa)
        f[m] = -R / c * ((energy + v0) * g[m - 1] - v2 * g3) / (m - kappa)
    return g, f


def size_shift(n, kappa, Z, R, c=C, shell=False):
    """Energy with extended nucleus minus energy with point nucleus."""
    base = point_energy(n, kappa, Z, c)

    def mismatch(delta):
        g_out, f_out = outer(kappa, base + delta, R, Z, c)
        g_in, f_in = inner(kappa, base + delta, R, Z, c, shell)
        return mp.fsum(f_in) * g_out - mp.fsum(g_in) * f_out

    old, new = mp.mpf(0), abs(base) * mp.mpf("1e-9")
    h_old, h_new = mismatch(old), mismatch(new)
    for _ in range(20):
        step = -h_new * (new - old) / (h_new - h_old)
        old, h_old = new, h_new
        new += step
        if abs(step) < mp.mpf("1e-15") * abs(new):
            return new
        h_new = mismatch(new)
    raise RuntimeError("energy matching did not converge")


def leading_shifts(n, Z, r2, r4, c=C):
    s = 2 * Z**4 * r2 / (3 * n**3)
    p1 = Z**6 * (n**2 - 1) * r2 / (6 * n**5 * c**2)
    p3 = Z**6 * (n**2 - 1) * r4 / (45 * n**5)
    return s, p1, p3


def tolerance(Z, R, with_log):
    """Size of the neglected relative orders, with a factor of three."""
    a, q = float(Z / C), float(R * C)
    log = abs(np.log(float(Z * R))) if with_log else 0.0
    return 3 * (a**2 * (1 + log) + a * q + q**2 + float(Z * R))


def deviation(value, reference):
    return float(value / reference - 1)


def point_norm(n, kappa, Z, energy=None):
    """Overlap of point state with the exterior state at another energy."""
    e0 = point_energy(n, kappa, Z)
    e1 = e0 if energy is None else energy
    gamma = float(mp.sqrt(kappa**2 - (Z / C)**2))
    lam = mp.sqrt(-e0 * (2 + e0 / C**2))
    nodes, weights = roots_genlaguerre(12, 2 * gamma)
    total = mp.mpf(0)
    for x, weight in zip(nodes, weights):
        x = mp.mpf(float(x))
        g0, f0 = outer(kappa, e0, x / (2 * lam), Z)
        g1, f1 = outer(kappa, e1, x / (2 * lam), Z)
        total += float(weight) * (g0 * g1 + f0 * f1) * mp.exp(x) / x**(2 * gamma)
    return total / (2 * lam)


def split_shift(n, kappa, Z, R, shift):
    """Large and small parts of the exact two-state shift identity."""
    e0 = point_energy(n, kappa, Z)
    e1 = e0 + shift
    g_in, f_in = inner(kappa, e1, R, Z)
    g_edge, f_edge = outer(kappa, e1, R, Z)
    scale = g_edge / mp.fsum(g_in)
    assert abs(scale * mp.fsum(f_in) / f_edge - 1) < 1e-8
    nodes, weights = np.polynomial.legendre.leggauss(24)
    large = small = mp.mpf(0)
    for node, weight in zip(nodes, weights):
        x = mp.mpf(float((node + 1) / 2))
        g0, f0 = outer(kappa, e0, R * x, Z)
        g1 = scale * mp.polyval(g_in[::-1], x)
        f1 = scale * mp.polyval(f_in[::-1], x)
        dv = Z / R * (1 / x - mp.mpf(3) / 2 + x**2 / 2)
        large += R * float(weight) / 2 * dv * g0 * g1
        small += R * float(weight) / 2 * dv * f0 * f1
    norm = point_norm(n, kappa, Z, e1)
    return large / norm, small / norm


# Model parameters: charge and root-mean-square nuclear radius.
Z = 10
RMS_FM = 3.0
rms = mp.mpf(RMS_FM) / mp.mpf(BOHR_FM)
R = rms * mp.sqrt(mp.mpf(5) / 3)
r2, r4 = 3 * R**2 / 5, 3 * R**4 / 7

# The exterior functions must obey both radial Dirac equations.
trial_e, trial_r = mp.mpf("-9.3"), mp.mpf("0.17")
for kappa in (-1, 1, -2):
    G, F = outer(kappa, trial_e, trial_r, Z)
    dG = mp.diff(lambda r: outer(kappa, trial_e, r, Z)[0], trial_r)
    dF = mp.diff(lambda r: outer(kappa, trial_e, r, Z)[1], trial_r)
    kinetic = trial_e + Z / trial_r
    rhs_G = -kappa * G / trial_r + (2 * C**2 + kinetic) * F / C
    rhs_F = kappa * F / trial_r - kinetic * G / C
    assert abs(dG - rhs_G) < 1e-15 * (abs(dG) + abs(G))
    assert abs(dF - rhs_F) < 1e-15 * (abs(dF) + abs(G))

# Nonrelativistic amplitudes at the nucleus, from explicit functions.
radius = sp.symbols("radius", positive=True)
for n in range(2, 6):
    s_amp = R_nl(n, 0, radius, 1).subs(radius, 0)
    p_slope = sp.diff(R_nl(n, 1, radius, 1), radius).subs(radius, 0)
    assert sp.simplify(s_amp**2 - sp.Rational(4, n**3)) == 0
    assert sp.simplify(p_slope**2 - sp.Rational(4 * (n**2 - 1), 9 * n**5)) == 0

# Potential moments for a Gaussian charge and for a uniform sphere.
charge_norm = quad(lambda r: r**2 * np.exp(-r**2), 0, 12)[0]
for k in (0, 2):
    moment = quad(lambda r: r**(k + 4) * np.exp(-r**2), 0, 12)[0] / charge_norm
    potential = quad(lambda r: r**(k + 1) * erfc(r), 0, 12)[0]
    assert abs(potential - moment / ((k + 2) * (k + 3))) < 1e-8
    sphere_moment = quad(lambda x: 3 * x**(k + 4), 0, 1)[0]
    sphere_potential = quad(
        lambda x: x**(k + 1) - 1.5 * x**(k + 2) + 0.5 * x**(k + 4), 0, 1)[0]
    assert abs(sphere_potential - sphere_moment / ((k + 2) * (k + 3))) < 1e-10

# Small-component amplitude and component ratios close to a point charge.
amplitude_dev = {}
for charge in (1, Z):
    for n in (2, 3):
        G, F = outer(1, point_energy(n, 1, charge), R, charge)
        f_squared = F**2 / (R**2 * point_norm(n, 1, charge))
        expected = charge**5 * (n**2 - 1) / (n**5 * C**2)
        amplitude_dev[charge, n] = deviation(f_squared, expected)
        assert abs(amplitude_dev[charge, n]) < tolerance(charge, R, True)
        p1_ratio = G / F
        p1_expected = charge / (2 * C) + 2 * C * R / 3
        assert abs(deviation(p1_ratio, p1_expected)) < tolerance(charge, R, False)
        G, F = outer(-2, point_energy(n, -2, charge), R, charge)
        assert abs(deviation(F / G, -charge / (4 * C))) < tolerance(charge, R, False)

# Exact shifts against the leading formulas and the stated ratios.
exact, ratio_quotient = {}, {}
for charge in (1, Z):
    for n in (2, 3, 4):
        values = [size_shift(n, kappa, charge, R) for kappa in (-1, 1, -2)]
        formulas = leading_shifts(n, charge, r2, r4)
        exact[charge, n] = values
        for value, formula in zip(values, formulas):
            assert abs(deviation(value, formula)) < tolerance(charge, R, True)
        law = (charge / C)**2 * mp.mpf(n**2 - 1) / (4 * n**2)
        ratio_quotient[charge, n] = values[1] / values[0] / law
        assert abs(ratio_quotient[charge, n] - 1) < tolerance(charge, R, False)
        suppression = 2 * C**2 * r4 / (15 * r2)
        assert abs(deviation(values[2] / values[1], suppression)) < tolerance(charge, R, True)

# A surface charge with the same rms radius must give the same estimate.
shell = [size_shift(2, kappa, Z, rms, shell=True) for kappa in (-1, 1, -2)]
for j in (0, 1):
    assert abs(deviation(shell[j], exact[Z, 2][j])) < tolerance(Z, R, False)
shell_p3_formula = leading_shifts(2, Z, rms**2, rms**4)[2]
assert abs(deviation(shell[2], shell_p3_formula)) < tolerance(Z, R, True)

# Split the exact shift and verify that the two parts add up.
shares = []
for kappa, shift in zip((-1, 1, -2), exact[Z, 2]):
    large, small = split_shift(2, kappa, Z, R, shift)
    assert abs(deviation(large + small, shift)) < 1e-4
    shares.append(float(small / (large + small)))
assert shares[0] < 0.02 and shares[1] > 0.98 and shares[2] < 0.02

# Suppress the small component by increasing c at fixed nuclear size.
c_factor = 100000
p1_large_c = size_shift(2, 1, Z, R, c=C * c_factor)
p3_formula = leading_shifts(2, Z, r2, r4)[2]
assert abs(deviation(p1_large_c, p3_formula)) < 0.01

# Numerical example.
leading = leading_shifts(2, Z, r2, r4)
names = ("2s1/2", "2p1/2", "2p3/2")
print(f"nuclear charge Z: {Z}")
print(f"rms nuclear radius: {RMS_FM:.3f} fm")
print(f"uniform-sphere radius R: {float(R) * BOHR_FM:.5f} fm")
print(f"rms nuclear radius: {float(rms):.6e} bohr")
print(f"mean r^2: {float(r2):.6e} bohr^2")
print(f"mean r^4: {float(r4):.6e} bohr^4")
print(f"speed of light c: {float(C):.6f} atomic units")
print(f"reduced Compton length: {BOHR_FM / float(C):.4f} fm")
print(f"(Z alpha)^2: {float((Z / C)**2):.7f} (no unit)")
print(f"Z/R divided by 2c^2: {float(Z / R / (2 * C**2)):.4f} (no unit)")
print(f"point 2p1/2 g/f at R: {float(Z / (2 * C) + 2 * C * R / 3):.6f} leading (no unit)")
for name, value, formula, share in zip(names, exact[Z, 2], leading, shares):
    print(f"{name} leading shift: {float(formula):.6e} hartree")
    print(f"{name} Dirac shift: {float(value):.6e} hartree")
    print(f"{name} Dirac shift: {float(value) * HARTREE_EV:.6e} eV")
    print(f"{name} Dirac/leading - 1: {100 * deviation(value, formula):.4f} percent")
    print(f"{name} small-component share: {100 * share:.5f} percent")
print(f"2p1/2 to 2s leading ratio: {float(leading[1] / leading[0]):.7e} (no unit)")
print(f"2p1/2 to 2s Dirac ratio: {float(exact[Z, 2][1] / exact[Z, 2][0]):.7e} (no unit)")
print(f"2p3/2 to 2p1/2 leading ratio: {float(leading[2] / leading[1]):.6e} (no unit)")
print(f"2p3/2 to 2p1/2 Dirac ratio: {float(exact[Z, 2][2] / exact[Z, 2][1]):.6e} (no unit)")
for n in (2, 3, 4):
    print(f"Z={Z}, n={n}, Dirac ratio/law: {float(ratio_quotient[Z, n]):.7f} (no unit)")
for charge in (1, 20, 40):
    if charge == 1:
        quotient = ratio_quotient[1, 2]
    else:
        s_shift = size_shift(2, -1, charge, R)
        p_shift = size_shift(2, 1, charge, R)
        quotient = p_shift / s_shift / ((charge / C)**2 * mp.mpf(3) / 16)
    print(f"Z={charge}, n=2, Dirac ratio/law: {float(quotient):.7f} (no unit)")
for charge in (1, Z):
    print(f"Z={charge}, 2p1/2 f(R)^2/leading - 1: {100 * amplitude_dev[charge, 2]:.4f} percent")
print(f"shell/sphere 2s shift - 1: {100 * deviation(shell[0], exact[Z, 2][0]):.4f} percent")
print(f"shell/sphere 2p1/2 shift - 1: {100 * deviation(shell[1], exact[Z, 2][1]):.4f} percent")
print(f"factor applied to c: {c_factor} (no unit)")
print(f"2p1/2 shift with enlarged c: {float(p1_large_c):.6e} hartree")
print("no test failed")
```

Printed output:

```
nuclear charge Z: 10
rms nuclear radius: 3.000 fm
uniform-sphere radius R: 3.87298 fm
rms nuclear radius: 5.669178e-05 bohr
mean r^2: 3.213958e-09 bohr^2
mean r^4: 1.229706e-17 bohr^4
speed of light c: 137.035999 atomic units
reduced Compton length: 386.1593 fm
(Z alpha)^2: 0.0053251 (no unit)
Z/R divided by 2c^2: 3.6379 (no unit)
point 2p1/2 g/f at R: 0.043173 leading (no unit)
2s1/2 leading shift: 2.678299e-06 hartree
2s1/2 Dirac shift: 2.805146e-06 hartree
2s1/2 Dirac shift: 7.633190e-05 eV
2s1/2 Dirac/leading - 1: 4.7361 percent
2s1/2 small-component share: 0.05215 percent
2p1/2 leading shift: 2.674182e-09 hartree
2p1/2 Dirac shift: 2.810721e-09 hartree
2p1/2 Dirac shift: 7.648361e-08 eV
2p1/2 Dirac/leading - 1: 5.1058 percent
2p1/2 small-component share: 99.93190 percent
2p3/2 leading shift: 2.561887e-14 hartree
2p3/2 Dirac shift: 2.623869e-14 hartree
2p3/2 Dirac shift: 7.139912e-13 eV
2p3/2 Dirac/leading - 1: 2.4194 percent
2p3/2 small-component share: 0.02092 percent
2p1/2 to 2s leading ratio: 9.9846290e-04 (no unit)
2p1/2 to 2s Dirac ratio: 1.0019875e-03 (no unit)
2p3/2 to 2p1/2 leading ratio: 9.580078e-06 (no unit)
2p3/2 to 2p1/2 Dirac ratio: 9.335219e-06 (no unit)
Z=10, n=2, Dirac ratio/law: 1.0035300 (no unit)
Z=10, n=3, Dirac ratio/law: 1.0034554 (no unit)
Z=10, n=4, Dirac ratio/law: 1.0034069 (no unit)
Z=1, n=2, Dirac ratio/law: 1.0001004 (no unit)
Z=20, n=2, Dirac ratio/law: 1.0129959 (no unit)
Z=40, n=2, Dirac ratio/law: 1.0517922 (no unit)
Z=1, 2p1/2 f(R)^2/leading - 1: 0.0484 percent
Z=10, 2p1/2 f(R)^2/leading - 1: 4.6017 percent
shell/sphere 2s shift - 1: 0.0094 percent
shell/sphere 2p1/2 shift - 1: 0.0078 percent
factor applied to c: 100000 (no unit)
2p1/2 shift with enlarged c: 2.560702e-14 hartree
no test failed
```
